# Logarithmic fall of permittivity from resonant tunnelling systems in a glass

## What dimensions fix

A glass contains groups of atoms that can tunnel between two nearby positions. Let $D$ be the energy difference of the two wells and $D_0$ the tunnel splitting. In the flat distribution, the number of such systems per volume is

$$dN=P_0\,dD\,\frac{dD_0}{D_0},\qquad D\ge 0 .$$

Equal intervals of $D$ are equally populated, and so are equal intervals of $\ln D_0$. The wells are labelled so that $D\ge0$; the dipole directions are isotropic.

The algebra uses atomic units, with temperature $T$ measured as an energy. If $\pm p$ are the dipole moments of the two wells, $P_0$ has dimension 1/(energy × volume) and $p^2$ has dimension energy × volume. Thus $P_0p^2$ is a pure number. The systems are taken as independent, so their contributions add in proportion to $P_0$. The density itself contains no energy scale. Suppose that, at low frequency and with populations unable to follow the field, the temperature derivative of the permittivity comes from energies near $T$ and needs no cutoff. Then

$$\frac{d\epsilon}{d\ln T}=-C\,P_0p^2,$$

with $C$ a number, and $\epsilon$ is logarithmic in $T$. It remains to find $C$, to show that the derivative needs no cutoff, and to find where the two suppositions about frequency and populations hold.

## One system

Start with a symmetric pair, $D=0$. Its states are the even and odd combinations of the wells, neither has a mean dipole, and a field polarizes the system only by mixing them. With asymmetry,

$$H=\tfrac12(D\sigma_z+D_0\sigma_x)-pF\sigma_z,\qquad E=\sqrt{D^2+D_0^2},$$

where $F$ is the field component along the dipole. Here $p$ is the effective moment for the macroscopic field, so any local-field factor is inside it. In the basis where $H=\tfrac12E\tau_z$ at zero field,

$$\sigma_z=\frac DE\tau_z+\frac{D_0}E\tau_x ,$$

up to a sign of $\tau_x$ that drops out of all squares. The two terms respond differently.

**Mixing of levels.** Put $u=D_0/E$ and $f=puF$, so the relevant Hamiltonian is $\tfrac12E\tau_z-f\tau_x$. The commutators give

$$\dot\tau_x=-E\tau_y,\qquad \dot\tau_y=E\tau_x+2f\tau_z .$$

Differentiate the first and insert the second: $\ddot\tau_x=-E^2\tau_x-2Ef\tau_z$. To first order in the field, $\tau_z$ keeps its thermal mean $-\tanh(E/2T)$. For time dependence $e^{-i\omega t}$ this gives $(E^2-\omega^2)\langle\tau_x\rangle=2Ef\tanh(E/2T)$. The induced moment is $pu\langle\tau_x\rangle$, hence the resonant polarizability

$$\alpha_{\rm res}=2p^2u^2\,\frac{E\tanh(E/2T)}{E^2-\omega^2}.$$

**Shift of levels.** The diagonal term changes the splitting by $\delta E=-2p(D/E)F$. The equilibrium $\langle\tau_z\rangle$ then changes by $-\mathrm{sech}^2(E/2T)\,\delta E/2T$. Multiplying by $pD/E$ gives the static moment. If populations approach equilibrium at rate $1/\tau$, the equation $\dot m=-(m-m_{\rm eq})/\tau$ supplies a factor $1/(1-i\omega\tau)$:

$$\alpha_{\rm rel}=\frac{p^2}{T}\left(\frac DE\right)^2\frac{\mathrm{sech}^2(E/2T)}{1-i\omega\tau}.$$

For the symmetric pair this vanishes. For $\omega\tau\gg1$ it is suppressed, and the resonant part remains.

## The flat ensemble at low frequency

The average of $\cos^2$ over directions is $1/3$. Change variables to $D=E\sqrt{1-u^2}$, $D_0=Eu$. The Jacobian is

$$E\sqrt{1-u^2}+\frac{Eu^2}{\sqrt{1-u^2}}=\frac{E}{\sqrt{1-u^2}},$$

and division by $D_0=Eu$ gives

$$dD\,\frac{dD_0}{D_0}=\frac{dE\,du}{u\sqrt{1-u^2}} .$$

Small $u$ is common, but $\alpha_{\rm res}$ carries $u^2$, and $\int_0^1u\,du/\sqrt{1-u^2}=1$. Nearly untunnelled systems therefore do not make the resonant sum diverge. Since the permittivity is $4\pi$ times the susceptibility,

$$\epsilon_{\rm res}=S\,J,\qquad S=\frac{8\pi}{3}P_0p^2,\qquad J=\int_0^{E_m}\frac{E\tanh(E/2T)}{E^2-\omega^2}\,dE .$$

The cutoff $E_m$ marks where the flat density ends. Now let $\omega\to0$ with populations still frozen, and set $y=E/2T$, $X=E_m/2T$:

$$J=\int_0^X\frac{\tanh y}{y}\,dy .$$

Temperature enters through the upper limit alone, and $dX/d\ln T=-X$. Therefore

$$\frac{dJ}{d\ln T}=-X\,\frac{\tanh X}{X}=-\tanh X\;\to\;-1\qquad(T\ll E_m),$$

$$\boxed{\frac{d\epsilon_{\rm res}}{d\ln T}=-S}$$

so $C=8\pi/3$. Physically, systems with $E\gg T$ sit in their ground state and polarize fully, while those with $E\ll T$ have nearly equal populations and their contributions cancel. Warming by a factor $e$ removes one logarithmic interval of energy from the sum.

A smooth cutoff, or separate limits on $D$ and $D_0$, changes the constant but not this slope: the temperature derivative of $\tanh(E/2T)$ is confined to energies of a few $T$.

**The constant.** Integration by parts gives, for large $X$,

$$J=\ln X-\int_0^\infty\ln y\;\mathrm{sech}^2y\,dy .$$

To find the last integral, expand $\mathrm{sech}^2y=4\sum_{n\ge1}(-1)^{n-1}ne^{-2ny}$ and integrate against $y^s$:

$$\int_0^\infty y^s\mathrm{sech}^2y\,dy=2^{1-s}\Gamma(s+1)\eta(s),\qquad \eta(s)=\sum_{n\ge1}\frac{(-1)^{n-1}}{n^s}.$$

At $s=0$ the continued series is summed by averaging successive partial sums. This gives $\eta(0)=\tfrac12$. For $\eta'(0)=\ln2-\ln3+\ln4-\dots$, Wallis's product makes the partial sums ending with $\ln(2N)$ and with $\ln(2N+1)$ approach $\tfrac12\ln(\pi N)$ and $\tfrac12\ln(\pi/4N)$, whose average is $\tfrac12\ln(\pi/2)$. The logarithmic derivative at $s=0$ is then $-\ln2-\gamma_E+\ln(\pi/2)=\ln(\pi/4)-\gamma_E$, with $\gamma_E$ Euler's constant. The integral is 1 at $s=0$, so this is also its derivative, and

$$J=\ln\frac{2e^{\gamma_E}E_m}{\pi T}.$$

## A limit that removes the law

Suppose instead that the field is truly static and every population follows it. The field replaces $D$ by $D-2pF$, and the equilibrium moment is $-p(D/E)\tanh(E/2T)$. The full polarizability is therefore a derivative in $D$:

$$\alpha_{\rm tot}=2p^2\frac{\partial}{\partial D}\left[\frac DE\tanh\frac E{2T}\right].$$

Its two terms are the static $\alpha_{\rm res}$ and $\alpha_{\rm rel}$. With a flat density in $D$ up to $D_m$, the integral is the bracket at $D_m$, which for $T\ll D_m$ does not depend on temperature. The logarithm has gone: relaxation contributes slope $+S$ and cancels the resonant $-S$. (A lower limit on $D_0$, fixed and far below $T$, keeps the remaining integral finite.)

"Low frequency" in the boxed law must therefore mean low compared with $T$ but fast compared with relaxation. Both edges can be calculated.

## The cold edge: finite frequency

Let $z$ be the frequency with a small positive imaginary part. Subtract the static integral:

$$\frac{E}{E^2-z^2}-\frac1E=\frac{z^2}{E(E^2-z^2)} .$$

The difference converges without a cutoff, with an error of order $z^2/E_m^2$. Use the pole expansion

$$\tanh\frac E{2T}=4TE\sum_{n\ge0}\frac1{E^2+\nu_n^2},\qquad \nu_n=(2n+1)\pi T .$$

Each term needs $\int_0^\infty dE/(E^2+\nu^2)=\pi/2\nu$ and, by putting $\nu=-iz$, $\int_0^\infty dE/(E^2-z^2)=i\pi/2z$. Partial fractions give

$$\int_0^\infty\frac{z^2\,dE}{(E^2-z^2)(E^2+\nu^2)}
=\frac{\pi z^2}{2(\nu^2+z^2)}\left(\frac iz-\frac1\nu\right)
=\frac\pi2\left(\frac1{\nu-iz}-\frac1\nu\right).$$

Multiply by $4T$, sum, and write $b=\omega/2\pi T$:

$$J(\omega)-J(0)=\sum_{n\ge0}\left[\frac1{n+\frac12-ib}-\frac1{n+\frac12}\right]
=\psi(\tfrac12)-\psi(\tfrac12-ib),$$

where $\psi$ is the digamma function. Since $\psi(\tfrac12)=-\gamma_E-2\ln2$, the static constant combines with it to give

$$\epsilon_{\rm res}=S\left[\ln\frac{E_m}{2\pi T}-\psi\!\left(\frac12-\frac{i\omega}{2\pi T}\right)\right].$$

For $b\gg1$, $\psi$ becomes a logarithm and the real part tends to $S\ln(E_m/\omega)$: on cooling, the permittivity passes through a maximum near $T=0.44\,\omega$, about $0.2S$ above this limit, and then falls back to it. For $b\ll1$, the real part of the sum is $-b^2\sum(n+\tfrac12)^{-3}=-7\zeta(3)b^2$, where $\zeta$ is the Riemann function. As $b^2\propto T^{-2}$,

$$\frac1S\frac{d\,\mathrm{Re}\,\epsilon_{\rm res}}{d\ln T}\simeq-1+14\zeta(3)\left(\frac{\omega}{2\pi T}\right)^2 .$$

The imaginary part is $\sum b/[(n+\frac12)^2+b^2]=\tfrac\pi2\tanh(\omega/2T)$, by the same pole expansion. The resonant loss of a weak field thus measures the same $S$ as the slope. A measured loss also contains the relaxation part, which is first order in the relaxation rate; in the example below it is negligible under 0.1 K but comparable to the resonant loss by 0.3 K.

## The warm edge: phonon relaxation

A strain $e$ shifts the wells through a term $\Lambda e\sigma_z$, whose off-diagonal part is $\Lambda ue\tau_x$. For one acoustic branch of speed $v$ in a solid of mass density $\rho$ and volume $V$, the golden rule for emission plus absorption reads

$$\frac1\tau=2\pi\Lambda^2u^2\sum_q\frac{q^2}{2\rho Vvq}\,(2n_q+1)\,\delta(vq-E).$$

The mode count is $Vq^2dq/2\pi^2$, the delta function sets $q=E/v$, and $2n_q+1=\coth(E/2T)$. Summing over one longitudinal and two transverse branches,

$$\frac1\tau=A\,u^2E^3\coth\frac E{2T},\qquad A=\sum_{\rm branches}\frac{\Lambda^2}{2\pi\rho v^5}.$$

Let $a=\omega\tau$ at $u=1$, so that $\omega\tau=a/u^2$. Take the real part of $\alpha_{\rm rel}$, average it over the ensemble, and set $w=u^2$, $x=E/2T$:

$$R\equiv\frac{\mathrm{Re}\,\epsilon_{\rm rel}}S=\int_0^\infty dx\,\mathrm{sech}^2x\;G(a),\qquad
G=\frac12\int_0^1\frac{w\sqrt{1-w}}{w^2+a^2}\,dw,$$

$$a=\frac{\tanh x}{8g\,x^3},\qquad g=\frac{AT^3}\omega .$$

Everything about relaxation is in the one number $g$.

**Slow relaxation.** Dropping $w^2$ from the denominator can only increase $G$. With $\int_0^1w\sqrt{1-w}\,dw=4/15$ this gives $G\le2/(15a^2)$. Then, since $\mathrm{sech}^2x\coth^2x=1/\sinh^2x$,

$$R\le\frac{2}{15}\,64g^2\int_0^\infty\frac{x^6}{\sinh^2x}dx=\frac{128}{15}\,\frac{\pi^6}{42}\,g^2\approx195\,g^2 .$$

At fixed $x$, $a^2\propto T^{-6}$, so the derivative of $w^2/(w^2+a^2)$ with respect to $\ln T$ is $6w^2a^2/(w^2+a^2)^2\le6w^2/a^2$. Hence $dR/d\ln T$ is at most six times the same bound. Relaxation sets in as $T^6$ while $g$ is very small, and more slowly as the warm edge is approached.

**Fast relaxation.** For $a\ll1$, split $\sqrt{1-w}=1+(\sqrt{1-w}-1)$. The first part gives $\tfrac12\ln(1/a)$, the second a constant, $\ln2-1$. Since $a\propto T^{-3}$, $R$ rises with slope $3/2$ and the total is

$$\frac{d\epsilon}{d\ln T}=-S+\tfrac32S=+\tfrac12S .$$

This differs from the static limit because the systems that follow are those with $u^2\gtrsim a$, a boundary that moves as $T^{-3/2}$, instead of all systems down to a fixed $D_0$.

Between the two regimes lies a minimum at a fixed value of $g$, so $T_{\min}\propto\omega^{1/3}$. The cold edge scales as $\omega$. Lowering the frequency widens the window as a ratio of temperatures, by $\omega^{-2/3}$, while moving it to colder temperatures.

## A cryogenic capacitor at 100 MHz

Take rough round parameters for a hydroxyl-bearing silica-like glass: $P_0=2\times10^{-4}$ per eV per Å$^3$, $p=0.30\,e$Å, host permittivity 4.0, and $E_m=0.010$ eV. With $e^2=14.40$ eV Å in place of the atomic unit,

$$S=\frac{8\pi}3(14.40)(2\times10^{-4})(0.30)^2=2.17\times10^{-3}.$$

Relative to the host permittivity this is 543 ppm per factor $e$ in temperature. Between 0.03 and 0.3 K the logarithmic law gives

$$\Delta\epsilon=-S\ln10=-5.00\times10^{-3}.$$

The full model gives $-4.99\times10^{-3}$, or about $-1250$ ppm of the host permittivity. The small difference is mostly the frequency term: at 0.03 K, $b=4.14\times10^{-7}/(2\pi\times2.585\times10^{-6})=0.0255$, and $7\zeta(3)b^2S\approx1.2\times10^{-5}$. Relaxation at 0.3 K adds $1.4\times10^{-6}$.

For a 5% slope error the cold condition is $14\zeta(3)b^2=0.05$, which gives 14 mK. For the warm edge, the mass density is 2.2 g/cm$^3$, the longitudinal and transverse speeds are 5.8 and 3.8 km/s, and the deformation energies $\Lambda$ are 1.00 and 0.65 eV. Then $A=7.53\times10^{19}$ s$^{-1}$eV$^{-3}$. Setting six times the bound to 0.05 gives $g=0.0065$ and

$$kT=\left(\frac{0.0065\times6.28\times10^8}{7.53\times10^{19}}\right)^{1/3}\text{eV},\qquad T=0.44\ \text{K}.$$

The calculated slope there is $-0.981S$, so the bound is safe but not tight.

The minimum lies much higher, at $g=2.2$ and 3.1 K. Extrapolating the bound to $6\times195g^2=1$ would have put it at $g=0.029$. That use is invalid: at $x=3$ this $g$ gives $a\approx0.16$, while the quadratic form needs $a\gg1$. The crossover is broad: at 1 K the slope is still $-0.76S$, and at 3 K it is $-0.01S$. The fast-relaxation slope $+\tfrac12S$ would be approached only above 10 K at this frequency, where one-phonon relaxation can no longer be relied on, so it should not be expected in this capacitor. It is also a result of independent systems with one-phonon relaxation: low-frequency measurements on real glasses often show a warm-side slope closer in size to the cold-side one. At 1 MHz the minimum moves to 0.66 K, in agreement with the cube-root law.

## Setting the model beside a real glass

The chosen density and moment give a low-temperature loss amplitude $\pi S/2\epsilon=8.5\times10^{-4}$, of the rough size $10^{-3}$ familiar in lossy amorphous oxides; drier silica can be well below it. The value of $S$ follows the hydroxyl content and is not a constant of silica. Real glasses are also not perfectly flat. If the density varies as $E^\mu$, the slope is proportional to $\int E^\mu\,\mathrm{sech}^2(E/2T)\,dE/2T\propto T^\mu$. An assumed $\mu=0.1$ makes it 26% larger at 0.3 K than at 0.03 K, far more than the frequency and relaxation errors in this interval. A second large uncertainty is the meaning of $p$: if 0.30 $e$Å were a bare moment, the Lorentz factor $[(\epsilon+2)/3]^2=4$ would multiply $S$ by four.

The drive must also be weak. A field of $10^{-7}$ MV/cm gives $pF=3.0\times10^{-10}$ eV. At 0.03 K, a resonant system with $u=1$ has a phonon lifetime $T_1=15$ ms; assume a coherence time $T_2=1$ µs. The Bloch equations for strong saturation broaden the resonance to a half-width $\beta=pF\sqrt{T_1/T_2}=3.7\times10^{-8}$ eV. With $\delta=E-\omega$, the response near resonance changes from $1/2\delta$ to $\delta/2(\delta^2+\beta^2)$. The change is odd in $\delta$, so it survives through the slope $1/2T$ of the hyperbolic tangent:

$$\delta J\sim-\frac1{4T}\int_{-\infty}^{\infty}\frac{\beta^2\,d\delta}{\delta^2+\beta^2}=-\frac{\pi\beta}{4T}=-0.011 .$$

This gives the size only: the counter-rotating term and the variation of $T_1$ with energy, both left out, contribute at the same order $\beta/T$. For $\omega\ll T$ the first adds about $-\pi\beta/8T$ and the second about $+\pi\beta/4T$, so the net shift is near half the value above, and averaging over dipole directions lowers it further, to roughly $-0.004$. The permittivity is thus shifted by about half a per cent of $S$, as much as the frequency term at 0.03 K. With $T_2$ held fixed the shift grows on cooling and adds about $0.02S$ to the slope error at 14 mK. It also grows roughly in proportion to the field, here only 10 V/m, so a tenfold stronger drive shifts the permittivity by several per cent of $S$. The loss is less protected: its resonant peak is even in $\delta$, so the weak-field loss formula does not apply at this drive.

Interactions can be estimated by counting thermal neighbours whose coupling, about $2p^2/\epsilon r^3$, exceeds $T$. The volume is $8\pi p^2/3\epsilon T$ and the density about $P_0T\ln(T/m)$, where $m$ is the smallest $D_0$. The count is $(S/\epsilon)\ln(T/m)=0.008$ at 0.03 K for an assumed $m=10^{-12}$ eV. The systems also couple through strain, with the same $1/r^3$ law; the corresponding number $P_0\Lambda^2/\rho v^2=4.3\times10^{-4}$ is close to $S/\epsilon$, so this channel adds a count of similar or somewhat larger size, 0.01 to 0.03 depending on the numerical factor. Both counts are small, which supports treating the systems as independent for the permittivity at this temperature, though it does not describe their dephasing.

The same $m$ removes little resonant response. For $D_0<m\ll T$, replacing the hyperbolic tangent by $E/2T$ gives, for the static resonant response, a missing part

$$\int_0^m\frac{dD_0}{D_0}\int_0^\infty\frac{D_0^2}{2T(D^2+D_0^2)}\,dD=\frac{\pi m}{4T}=3\times10^{-7}$$

in units of $S$. Thermal expansion and the host's own temperature dependence are not included. Nor are relaxation processes other than one-phonon exchange, so the minimum near 3 K is a result of this model and is less secure than the slope below 0.3 K. The numerical output lists the resonant and relaxation shifts separately from 0.01 to 3 K.

## Values computed for the example and the checks

```
density P0 = 2.0e-04 per eV per angstrom^3
half dipole difference p = 0.30 e angstrom
host permittivity = 4.0
energy cutoff Emax = 0.010 eV
mass density = 2.2 g/cm3
sound speeds long., transv. = 5.8, 3.8 km/s
deformation energies l, t = 1.00, 0.65 eV
frequency = 100 MHz
photon energy = 4.136e-07 eV
Coulomb constant e^2 = 14.3996 eV angstrom
S (eps drop per e-fold of T) = 2.1714e-03
S/eps = 542.9 ppm
loss tangent amplitude pi S/(2 eps) = 8.527e-04
loss tangent at 0.03 K = 6.806e-05
thermal energy at 0.03 K = 2.585e-06 eV
thermal energy at 0.3 K = 2.585e-05 eV
resonant eps at 0.03 K = 0.01820
resonant eps at 0.3 K = 0.01321
relaxation eps at 0.3 K = 1.429e-06
eps change 0.03 to 0.3 K, full = -4.9867e-03
eps change 0.03 to 0.3 K, log law = -4.9999e-03
relative eps change, full = -1246.7 ppm
phonon constant A = 7.526e+19 per s per eV^3
fastest rate at E = kT, 0.3 K = 2.814e+06 per s
angular frequency = 6.283e+08 per s
slope tolerance = 5 per cent
window lower edge = 14.0 mK
window upper edge (from bound) = 0.440 K
slope/S at lower, upper edge = -0.9511, -0.9807
g = A T^3/w at minimum = 2.2157
temperature of minimum, 100 MHz = 3.069 K
temperature of minimum, 1 MHz = 0.661 K
T (K) | resonant, relaxation, total shift (ppm) | slope/S
 0.01 |     573.3      -0.0     573.3 |  -0.906
 0.03 |       0.0       0.0       0.0 |  -0.989
 0.10 |    -650.9       0.0    -650.9 |  -0.999
 0.30 |   -1247.0       0.4   -1246.7 |  -0.996
 1.00 |   -1900.6      46.1   -1854.5 |  -0.760
 3.00 |   -2497.0     408.4   -2088.6 |  -0.013
drive field = 1.0e-07 MV/cm
assumed coherence time T2 = 1.0 us
phonon lifetime at resonance, 0.03 K = 14.99 ms
drive energy pF = 3.00e-10 eV
power-broadened width = 3.67e-08 eV
saturation shift / S at 0.03 K = 0.0112
assumed lower tunnel splitting = 1.0e-12 eV
lower-cutoff loss / S at 0.03 K = 3.04e-07
strongly coupled neighbours, estimate = 0.0080
assumed density exponent mu = 0.10
slope ratio 0.3 K to 0.03 K for that mu = 1.259
local-field factor on S if p is bare = 4.00
level width / kT at E = kT, 0.3 K = 7.16e-05
```
